# Rayleigh-Schrödinger Perturbation Theory Through Fourth Order: test program

```python
"""
Rayleigh-Schroedinger perturbation theory in intermediate normalization.

Result under test, for H(lam) = H0 + lam*V and a nondegenerate state |0>:
    E_n   = <0|V|psi_(n-1)>
    psi_n = R [ V psi_(n-1) - sum_(k=1..n-1) E_k psi_(n-k) ]
    E4    = <psi_1|V-E1|psi_2> - E2 <psi_1|psi_1>
R is the inverse of E0-H0 outside |0>, and zero on |0>.
Example: H3+ (equilateral), cc-pVDZ, H0 = sum of Fock operators.
The reference Taylor coefficients come from diagonalizing H0 + lam*V on a
circle of complex lam, which makes no use of the recursion.
All energies are in hartree unless a label says otherwise.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, fci, mp


def recursion(apply_v, h0_diagonal, top_order):
    """Energies and functions; the reference is the first basis state."""
    gaps = h0_diagonal.flat[0] - h0_diagonal
    gaps.flat[0] = 1.0
    resolvent = 1.0 / gaps
    resolvent.flat[0] = 0.0
    reference = np.zeros_like(h0_diagonal)
    reference.flat[0] = 1.0
    energies, states = [h0_diagonal.flat[0]], [reference]
    for n in range(1, top_order + 1):
        source = apply_v(states[n - 1])
        energies.append(source.flat[0])
        for k in range(1, n):
            source = source - energies[k] * states[n - k]
        states.append(resolvent * source)
    return np.array(energies), states


# ---------- H3+: Hartree-Fock and the full two-electron singlet matrix -----
side = 1.65
atoms = [["H", (0.0, 0.0, 0.0)], ["H", (side, 0.0, 0.0)],
         ["H", (side / 2, side * np.sqrt(3) / 2, 0.0)]]
mol = gto.M(atom=atoms, unit="Bohr", charge=1, basis="cc-pvdz", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-13, 1e-8
mf.kernel()
assert mf.converged
orbitals, eps = mf.mo_coeff, mf.mo_energy
n_orb = len(eps)
one = orbitals.T @ mf.get_hcore() @ orbitals
two = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), n_orb)
unit = np.eye(n_orb)
# product basis: first electron in orbital p, second electron in orbital q
h_product = (np.kron(one, unit) + np.kron(unit, one)
             + two.transpose(0, 2, 1, 3).reshape(n_orb**2, n_orb**2))
pairs = [(p, q) for p in range(n_orb) for q in range(p, n_orb)]
to_singlet = np.zeros((n_orb**2, len(pairs)))
for column, (p, q) in enumerate(pairs):
    to_singlet[p * n_orb + q, column] += 1.0
    to_singlet[q * n_orb + p, column] += 1.0
to_singlet /= np.linalg.norm(to_singlet, axis=0)
h_full = to_singlet.T @ h_product @ to_singlet
h0 = np.array([eps[p] + eps[q] for p, q in pairs])
v = h_full - np.diag(h0)
e_nuc = mol.energy_nuc()
e_fci = np.linalg.eigvalsh(h_full)[0] + e_nuc
assert abs(e_fci - fci.FCI(mf).kernel()[0]) < 1e-7

# ---------- recursion and the closed formulas ------------------------------
top = 30
energy, psi = recursion(lambda x: v @ x, h0, top)
e0, e1, e2, e3, e4 = energy[:5]
w = v - e1 * np.eye(len(h0))
norm1 = psi[1] @ psi[1]
e3_formula = psi[1] @ w @ psi[1]
principal = psi[1] @ w @ psi[2]
renormalization = -e2 * norm1
e4_formula = principal + renormalization
assert abs(e0 + e1 + e_nuc - mf.e_tot) < 1e-9
assert abs(e2 - mp.MP2(mf).kernel()[0]) < 1e-8

# explicit sums over excited states
gap = h0[0] - h0[1:]
amp = v[0, 1:] / gap
e2_sum = np.sum(v[0, 1:]**2 / gap)
norm1_sum = np.sum(v[0, 1:]**2 / gap**2)
w_ex = w[1:, 1:]
principal_sum = np.einsum("k,kl,l,lm,m->", amp, w_ex, 1 / gap, w_ex, amp,
                          optimize=True)
e4_sum = principal_sum - e2_sum * norm1_sum

# ---------- independent Taylor coefficients from complex eigenproblems -----
n_points, radius = 24, 0.4
circle = radius * np.exp(2j * np.pi * np.arange(n_points) / n_points)


def taylor(samples, order):
    phases = (circle / radius)**(-order)
    return np.tensordot(phases, samples, axes=1).real / n_points / radius**order


eig_values, eig_vectors = [], []
for lam in circle:
    values, vectors = np.linalg.eig(np.diag(h0) + lam * v)
    pick = np.argmax(abs(vectors[0]))
    eig_values.append(values[pick])
    eig_vectors.append(vectors[:, pick] / vectors[0, pick])
eig_values, eig_vectors = np.array(eig_values), np.array(eig_vectors)
e_taylor = [taylor(eig_values, n) for n in range(5)]
assert np.allclose(e_taylor, energy[:5], rtol=0, atol=1e-9)
for n in (1, 2, 3):
    assert np.allclose(taylor(eig_vectors, n), psi[n], rtol=0, atol=1e-8)
assert abs(e2_sum - e_taylor[2]) < 1e-9
assert abs(e3_formula - e_taylor[3]) < 1e-9
assert abs(e4_formula - e_taylor[4]) < 1e-9
assert abs(e4_sum - e_taylor[4]) < 1e-9
# the formula without the renormalization term must fail visibly
assert abs(principal - e_taylor[4]) > 1e-6

# squared norm of the whole function: second-order coefficient is norm1
squared_norm = np.sum(eig_vectors**2, axis=1)
assert abs(taylor(squared_norm, 2) - norm1) < 1e-8

# signs of the two parts for a ground state of H0
assert abs(principal - psi[2] @ ((h0[0] - h0) * psi[2])) < 1e-10
assert principal < 0 < renormalization

# unit normalization: same E4, but half the renormalization term
unit_vectors = eig_vectors / np.sqrt(squared_norm)[:, None]
psi2_unit = taylor(unit_vectors, 2)
assert abs(psi2_unit[0] + norm1 / 2) < 1e-8
principal_unit = psi[1] @ w @ psi2_unit
assert abs(principal_unit - e2 * norm1 / 2 - e_taylor[4]) < 1e-8


# ---------- Rayleigh quotient of |0> + lam*psi_1 ---------------------------
def quotient(lam):
    trial = psi[0] + lam * psi[1]
    return trial @ (h0 * trial + lam * (v @ trial)) / (trial @ trial)


quotient_samples = np.array([quotient(lam) for lam in circle])
quotient_fourth = taylor(quotient_samples, 4)
assert abs(quotient_fourth - renormalization) < 1e-10
e_quotient = quotient(1.0) + e_nuc
closed_quotient = e0 + e1 + (e2 + e3) / (1 + norm1) + e_nuc
assert abs(e_quotient - closed_quotient) < 1e-10
assert e_quotient > e_fci

# ---------- two noninteracting copies --------------------------------------
h0_pair = h0[:, None] + h0[None, :]
energy_pair, psi_pair = recursion(lambda x: v @ x + x @ v.T, h0_pair, 4)
assert np.allclose(energy_pair, 2 * energy[:5], rtol=0, atol=1e-10)
w_psi2 = v @ psi_pair[2] + psi_pair[2] @ v.T - energy_pair[1] * psi_pair[2]
principal_pair = np.sum(psi_pair[1] * w_psi2)
renorm_pair = -energy_pair[2] * np.sum(psi_pair[1]**2)
excess_principal = principal_pair - 2 * principal
excess_renorm = renorm_pair - 2 * renormalization
assert abs(excess_principal - 2 * e2 * norm1) < 1e-10
assert abs(excess_principal + excess_renorm) < 1e-10

# ---------- two-level model against its closed-form eigenvalue -------------
lam_s = sp.symbols("lam", real=True)
delta, coupling = sp.Integer(2), sp.Rational(3, 10)
root = delta / 2 - sp.sqrt(delta**2 / 4 + (lam_s * coupling)**2)
two_exact = [float(sp.diff(root, lam_s, n).subs(lam_s, 0) / sp.factorial(n))
             for n in (2, 4)]
v_two = np.array([[0.0, float(coupling)], [float(coupling), 0.0]])
e_two, psi_two = recursion(lambda x: v_two @ x, np.array([0.0, 2.0]), 4)
norm_two = psi_two[1] @ psi_two[1]
assert np.allclose(psi_two[2], 0.0)
assert abs(e_two[2] - two_exact[0]) < 1e-14
assert abs(-e_two[2] * norm_two - two_exact[1]) < 1e-14
assert abs(float(coupling**4 / delta**3) - two_exact[1]) < 1e-14

# ---------- partial sums ---------------------------------------------------
partial = np.cumsum(energy) + e_nuc
assert abs(partial[top] - e_fci) < 1e-6
singles = [i for i, (p, q) in enumerate(pairs) if p == 0 and q > 0]
assert np.max(abs(psi[1][singles])) < 1e-6
singles_weight2 = np.sum(psi[2][singles]**2)
to_ev = physical_constants["Hartree energy in eV"][0]

print(f"H-H side                              {side:.2f} bohr")
print(f"orbitals / singlet basis states       {n_orb} / {len(pairs)}")
print(f"occupied orbital energy               {eps[0]:.6f} hartree")
print(f"lowest virtual orbital energy         {eps[1]:.6f} hartree")
print(f"nuclear repulsion                     {e_nuc:.6f} hartree")
print(f"Hartree-Fock total energy             {mf.e_tot:.8f} hartree")
print(f"full CI total energy                  {e_fci:.8f} hartree")
print(f"correlation energy (full CI - HF)     {e_fci - mf.e_tot:.8f} hartree")
for n in range(5):
    print(f"E{n} from recursion                     {energy[n]:.8f} hartree")
print(f"E4 from complex eigenvalues           {e_taylor[4]:.8f} hartree")
print(f"N = <psi1|psi1>                       {norm1:.8f} (no unit)")
print(f"<psi1|V-E1|psi2>                      {principal:.8f} hartree")
print(f"-E2*N                                 {renormalization:.8f} hartree")
print(f"sum of these two                      {e4_formula:.8f} hartree")
print(f"E2 converted                          {e2 * to_ev:.5f} eV")
print(f"E4 converted                          {e4 * to_ev:.5f} eV")
for n in range(1, 5):
    print(f"sum through order {n}, total            {partial[n]:.8f} hartree")
    print(f"   minus full CI                      {partial[n]-e_fci:.8f} hartree")
print(f"order-{top} sum minus full CI            {partial[top]-e_fci:.1e} hartree")
print(f"singles part of <psi2|psi2>           {singles_weight2:.3e} (no unit)")
print(f"Rayleigh quotient of |0>+psi1, total  {e_quotient:.8f} hartree")
print(f"its fourth-order coefficient          {quotient_fourth:.8f} hartree")
print(f"unit norm: <psi1|V-E1|psi2'>          {principal_unit:.8f} hartree")
print(f"unit norm: -E2*N/2                    {-e2 * norm1 / 2:.8f} hartree")
print(f"two copies: E4                        {energy_pair[4]:.8f} hartree")
print(f"two copies: <psi1|V-E1|psi2>          {principal_pair:.8f} hartree")
print(f"two copies: -E2*N                     {renorm_pair:.8f} hartree")
print(f"nonadditive part of first term        {excess_principal:.8f} hartree")
print(f"nonadditive part of -E2*N             {excess_renorm:.8f} hartree")
print(f"two-level gap, coupling               {float(delta):.1f}, "
      f"{float(coupling):.1f} hartree")
print(f"two-level E2                          {e_two[2]:.6f} hartree")
print(f"two-level N                           {norm_two:.6f} (no unit)")
print(f"two-level E4 from square root         {two_exact[1]:.7f} hartree")
print(f"two-level -E2*N                       {-e_two[2]*norm_two:.7f} hartree")
print("ALL CHECKS PASSED")
```

Output:

```
H-H side                              1.65 bohr
orbitals / singlet basis states       15 / 120
occupied orbital energy               -1.206234 hartree
lowest virtual orbital energy         -0.187594 hartree
nuclear repulsion                     1.818182 hartree
Hartree-Fock total energy             -1.29376378 hartree
full CI total energy                  -1.33147295 hartree
correlation energy (full CI - HF)     -0.03770917 hartree
E0 from recursion                     -2.41246712 hartree
E1 from recursion                     -0.69947848 hartree
E2 from recursion                     -0.02904049 hartree
E3 from recursion                     -0.00645122 hartree
E4 from recursion                     -0.00162320 hartree
E4 from complex eigenvalues           -0.00162320 hartree
N = <psi1|psi1>                       0.00959207 (no unit)
<psi1|V-E1|psi2>                      -0.00190176 hartree
-E2*N                                 0.00027856 hartree
sum of these two                      -0.00162320 hartree
E2 converted                          -0.79023 eV
E4 converted                          -0.04417 eV
sum through order 1, total            -1.29376378 hartree
   minus full CI                      0.03770917 hartree
sum through order 2, total            -1.32280427 hartree
   minus full CI                      0.00866868 hartree
sum through order 3, total            -1.32925549 hartree
   minus full CI                      0.00221746 hartree
sum through order 4, total            -1.33087869 hartree
   minus full CI                      0.00059426 hartree
order-30 sum minus full CI            2.7e-15 hartree
singles part of <psi2|psi2>           2.224e-05 (no unit)
Rayleigh quotient of |0>+psi1, total  -1.32891828 hartree
its fourth-order coefficient          0.00027856 hartree
unit norm: <psi1|V-E1|psi2'>          -0.00176248 hartree
unit norm: -E2*N/2                    0.00013928 hartree
two copies: E4                        -0.00324641 hartree
two copies: <psi1|V-E1|psi2>          -0.00436064 hartree
two copies: -E2*N                     0.00111423 hartree
nonadditive part of first term        -0.00055712 hartree
nonadditive part of -E2*N             0.00055712 hartree
two-level gap, coupling               2.0, 0.3 hartree
two-level E2                          -0.045000 hartree
two-level N                           0.022500 (no unit)
two-level E4 from square root         0.0010125 hartree
two-level -E2*N                       0.0010125 hartree
ALL CHECKS PASSED
```
